# The Fowler-Nordheim exponent of a triangular barrier in a low-k dielectric: a program that tests the result

```python
"""Fowler-Nordheim exponent of a triangular barrier.

Result under test: ln(probability) has the leading term -B, with
B = 4 sqrt(2 m) phi^(3/2) / (3 hbar e F).
phi: barrier height, m: mass in the dielectric, F: electric field.
Working units are eV and nm; a field in V/nm is a slope in eV/nm.
The program also sizes effects which this ideal exponent neglects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import airy, ellipk, ellipe

# Exercise inputs
barrier = 2.0
mass = 0.5
field_mv_cm = 5.0
field = field_mv_cm * 1e8 * 1e-9       # V/nm

# Rough values for an organosilicate low-k film on copper
thickness = 30.0
permittivity = 2.0
band_gap = 8.0
metal_energy = 7.0
breakdown_mv_cm = 6.0
use_field_mv_cm = 1.0
temperatures = (300.0, 378.0)

# hbar^2/(2 m_e) in eV nm^2 and image-force constant in eV nm
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
image = const.e / (16 * np.pi * const.epsilon_0 * permittivity) * 1e9
boltzmann = const.k / const.e


def wkb_action(height, slope, image_constant=0.0, inverse_gap=0.0):
    """Twice the integral of the decay constant between turning points."""
    root = np.sqrt(height**2 - 4 * slope * image_constant)
    left = (height - root) / (2 * slope)
    right = (height + root) / (2 * slope)
    middle, half = (left + right) / 2, (right - left) / 2

    def integrand(angle):
        x = middle - half * np.cos(angle)
        energy = height - slope * x
        if image_constant > 0:
            energy -= image_constant / x
        energy = max(energy, 0.0)
        q = np.sqrt(mass * energy * (1 - energy * inverse_gap) / kinetic)
        return 2 * q * half * np.sin(angle)

    return quad(integrand, 0, np.pi, epsabs=1e-10, epsrel=1e-10)[0]


# Closed formula in SI units against direct integration
B = (4 * np.sqrt(2 * mass * const.m_e) * (barrier * const.e)**1.5
     / (3 * const.hbar * const.e * field * 1e9))
B_integral = wkb_action(barrier, field)
assert abs(B_integral / B - 1) < 1e-7
assert abs(B - 27.3) < 0.05
width = barrier / field
q0 = np.sqrt(mass * barrier / kinetic)
assert abs(4 * q0 * width / 3 / B_integral - 1) < 1e-7
assert thickness > width


def wave_transmission(slope):
    """Match a plane wave in the metal to the outgoing Airy wave."""
    length = (kinetic / (mass * slope))**(1 / 3)
    k = np.sqrt(metal_energy / kinetic)

    def outgoing(x):
        ai, aip, bi, bip = airy((barrier / slope - x) / length)
        return bi + 1j * ai, -(bip + 1j * aip) / length

    psi, derivative = outgoing(0.0)
    matched = derivative / mass
    incident = (psi + matched / (1j * k)) / 2
    reflected = (psi - matched / (1j * k)) / 2
    far_psi, far_derivative = outgoing(barrier / slope + 30 * length)
    local_k = far_derivative / (1j * far_psi)
    assert abs(local_k * length / np.sqrt(30) - 1) < 0.01
    far_flux = np.imag(np.conj(far_psi) * far_derivative) / mass
    transmission = far_flux / (k * abs(incident)**2)
    reflection = abs(reflected)**2 / abs(incident)**2
    assert abs(transmission + reflection - 1) < 1e-10
    return transmission


T_wave = wave_transmission(field)
speed_ratio = (q0 / mass) / np.sqrt(metal_energy / kinetic)
prefactor = 4 * speed_ratio / (1 + speed_ratio**2)
assert abs(T_wave / (prefactor * np.exp(-B)) - 1) < 0.03
low, high = 0.98 * field, 1.02 * field
slope_exponent = (np.log(wave_transmission(high) / wave_transmission(low))
                  / (1 / high - 1 / low) / field)
# Finite barrier thickness leaves small corrections to the WKB slope
assert abs(slope_exponent / (-B) - 1) < 2e-3

# Image force: peak lowering and WKB integral
lowering = 2 * np.sqrt(image * field)
peak = minimize_scalar(lambda x: field * x + image / x,
                       bounds=(0.01, width), method="bounded")
assert abs(peak.fun - lowering) < 1e-7
B_image = wkb_action(barrier, field, image)
y = lowering / barrier
modulus = (1 - y) / (1 + y)
image_factor = np.sqrt(1 + y) * (ellipe(modulus) - y * ellipk(modulus))
assert abs(B_image / (B * image_factor) - 1) < 1e-6

# Non-parabolic band, checked by expansion in barrier/gap
B_gap = wkb_action(barrier, field, inverse_gap=1 / band_gap)
ratio = barrier / band_gap
assert abs(B_gap / B - (1 - 3 * ratio / 10 - 3 * ratio**2 / 56)) < 1e-3
B_both = wkb_action(barrier, field, image, 1 / band_gap)

# Thermal enhancement of the tunnelling current
energy = np.linspace(-4, 4, 160001)
decay_energy = 2 * barrier / (3 * B)
remaining = np.maximum(1 - energy / barrier, 0)
log_full = -B * remaining**1.5
log_linear = -B + energy / decay_energy


def thermal_ratio(log_probability, temperature):
    kt = boltzmann * temperature
    # Combine logarithms before exponentiation to avoid overflow
    supply = kt * np.logaddexp(0, -energy / kt)
    hot = trapezoid(np.exp(log_probability + np.log(supply + 1e-300)),
                    energy)
    cold = trapezoid(np.exp(log_probability) * np.maximum(-energy, 0),
                     energy)
    return hot / cold


thermal = []
for temperature in temperatures:
    argument = np.pi * boltzmann * temperature / decay_energy
    assert argument < np.pi
    closed = argument / np.sin(argument)
    assert abs(thermal_ratio(log_linear, temperature) / closed - 1) < 1e-4
    thermal.append(thermal_ratio(log_full, temperature))

# A charged trap has four times the image-force constant
trap_lowering = 2 * lowering
trap_peak = minimize_scalar(lambda x: field * x + 4 * image / x,
                            bounds=(0.01, width), method="bounded")
assert abs(trap_peak.fun - trap_lowering) < 1e-7

use_slope = use_field_mv_cm * 0.1
assert use_slope * thickness > barrier
B_use = wkb_action(barrier, use_slope)
B_low_barrier = wkb_action(barrier - 0.1, field)
B_high_field = wkb_action(barrier, 1.1 * field)

print(f"Barrier height: {barrier:.2f} eV")
print(f"Effective mass: {mass:.2f} m_e")
print(f"Field: {field_mv_cm:.2f} MV/cm = {field:.3f} V/nm")
print(f"hbar^2/(2 m_e): {kinetic:.6f} eV nm^2")
print(f"Tunnelling distance w: {width:.3f} nm")
print(f"Initial decay constant q0: {q0:.4f} nm^-1")
print(f"Exponent from formula: {-B:.4f} (no unit)")
print(f"Exponent from WKB integral: {-B_integral:.4f} (no unit)")
print(f"exp(-B): {np.exp(-B):.4e} (no unit)")
print(f"Metal kinetic energy, rough: {metal_energy:.1f} eV")
print(f"Speed ratio r: {speed_ratio:.4f} (no unit)")
print(f"Matching prefactor: {prefactor:.4f} (no unit)")
print(f"Wave-equation transmission: {T_wave:.4e} (no unit)")
print(f"Log of that transmission: {np.log(T_wave):.4f} (no unit)")
print(f"Exponent from wave slope: {slope_exponent:.4f} (no unit)")
print(f"Exponent, barrier 0.1 eV lower: {-B_low_barrier:.3f} (no unit)")
print(f"Exponent, field 10% higher: {-B_high_field:.3f} (no unit)")
print(f"Film thickness, rough: {thickness:.1f} nm")
print(f"Film voltage: {field * thickness:.2f} V")
print(f"Fast relative permittivity, rough: {permittivity:.2f} (no unit)")
print(f"Image-force lowering: {lowering:.3f} eV")
print(f"Exponent with image force: {-B_image:.3f} (no unit)")
print(f"Image-force increase of exp: {np.exp(B - B_image):.2f} times")
print(f"Band gap, rough: {band_gap:.1f} eV")
print(f"Exponent with two-band mass: {-B_gap:.3f} (no unit)")
print(f"Two-band increase of exp: {np.exp(B - B_gap):.2f} times")
print(f"Exponent with both effects: {-B_both:.3f} (no unit)")
print(f"Combined increase of exp: {np.exp(B - B_both):.1f} times")
print(f"Decay energy d: {decay_energy:.5f} eV")
for temperature, factor in zip(temperatures, thermal):
    kt = boltzmann * temperature
    print(f"Thermal energy at {temperature:.0f} K: {kt:.5f} eV")
    print(f"Thermal current ratio at {temperature:.0f} K: {factor:.3f} times")
    print(f"Thermionic exponent at {temperature:.0f} K: "
          f"{-(barrier - lowering) / kt:.2f} (no unit)")
    print(f"Equal-exponent trap depth at {temperature:.0f} K: "
          f"{trap_lowering + B * kt:.3f} eV")
print(f"Poole-Frenkel lowering: {trap_lowering:.3f} eV")
print(f"Breakdown field, rough: {breakdown_mv_cm:.1f} MV/cm")
print(f"Field / breakdown field: {field_mv_cm / breakdown_mv_cm:.3f} (no unit)")
print(f"Largest collision-free energy gain: "
      f"{field * thickness - barrier:.2f} eV")
print(f"Use field, rough: {use_field_mv_cm:.1f} MV/cm")
print(f"Ideal exponent at use field: {-B_use:.2f} (no unit)")
print("checks complete")
```

Running it gives:

```
Barrier height: 2.00 eV
Effective mass: 0.50 m_e
Field: 5.00 MV/cm = 0.500 V/nm
hbar^2/(2 m_e): 0.038100 eV nm^2
Tunnelling distance w: 4.000 nm
Initial decay constant q0: 5.1232 nm^-1
Exponent from formula: -27.3236 (no unit)
Exponent from WKB integral: -27.3236 (no unit)
exp(-B): 1.3600e-12 (no unit)
Metal kinetic energy, rough: 7.0 eV
Speed ratio r: 0.7559 (no unit)
Matching prefactor: 1.9242 (no unit)
Wave-equation transmission: 2.6131e-12 (no unit)
Log of that transmission: -26.6705 (no unit)
Exponent from wave slope: -27.3220 (no unit)
Exponent, barrier 0.1 eV lower: -25.300 (no unit)
Exponent, field 10% higher: -24.840 (no unit)
Film thickness, rough: 30.0 nm
Film voltage: 15.00 V
Fast relative permittivity, rough: 2.00 (no unit)
Image-force lowering: 0.600 eV
Exponent with image force: -23.820 (no unit)
Image-force increase of exp: 33.24 times
Band gap, rough: 8.0 eV
Exponent with two-band mass: -25.173 (no unit)
Two-band increase of exp: 8.59 times
Exponent with both effects: -22.331 (no unit)
Combined increase of exp: 147.4 times
Decay energy d: 0.04880 eV
Thermal energy at 300 K: 0.02585 eV
Thermal current ratio at 300 K: 1.686 times
Thermionic exponent at 300 K: -54.15 (no unit)
Equal-exponent trap depth at 300 K: 1.906 eV
Thermal energy at 378 K: 0.03257 eV
Thermal current ratio at 378 K: 2.414 times
Thermionic exponent at 378 K: -42.98 (no unit)
Equal-exponent trap depth at 378 K: 2.090 eV
Poole-Frenkel lowering: 1.200 eV
Breakdown field, rough: 6.0 MV/cm
Field / breakdown field: 0.833 (no unit)
Largest collision-free energy gain: 13.00 eV
Use field, rough: 1.0 MV/cm
Ideal exponent at use field: -136.62 (no unit)
checks complete
```
